# Amorphous resistance drift with different annealing and reading temperatures: a program that tests the result

```python
"""Resistance drift of an amorphous film with a flat density of relaxation barriers.

Result under test: after annealing for time t at T_A and reading at T_R,
    d ln R / d ln t = alpha * T_A / T_R.
A defect with barrier E relaxes at rate f*exp(-E/kT). Relaxing the barrier
interval dE raises the conduction activation energy E_a by alpha*dE.
Reading gives R = R_star*exp(E_a/(k*T_R)). Energies in eV, times in s.
An extra thermal stage (storage or read) of length t_s at T_s multiplies
the exponent by F = integral_0^inf exp(-x - y*x**r) dx,
with r = T_A/T_s and y = f*t_s*(f*t)**(-r).
"""
import numpy as np
from scipy.constants import k as k_joule, e as charge
from scipy.integrate import quad
from scipy.special import gamma

K = k_joule / charge
F_ATT = 1e13
E_MIN, E_MAX = 0.3, 1.8
ALPHA = 0.1
E_A0 = 0.3
R_STAR = 10.0
T_COLD, T_HOT = 300.0, 400.0
T1, T2, T_MID = 10.0, 1e4, 1e3
READ = 1e-6
E_MID = 0.5 * (E_MIN + E_MAX)
SLOPE = 0.8

barriers = np.linspace(E_MIN, E_MAX, 30001)
flat = np.ones_like(barriers)
sloped = 1 + SLOPE * (barriers - E_MID)


def activation(stages, density=flat):
    """E_a after a list of (duration, temperature) stages, by barrier sum."""
    exposure = sum(F_ATT * d * np.exp(-barriers / (K * T)) for d, T in stages)
    relaxed = -np.expm1(-exposure) * density
    step = barriers[1] - barriers[0]
    total = step * (relaxed.sum() - 0.5 * (relaxed[0] + relaxed[-1]))
    return E_A0 + ALPHA * total


def log_resistance(t, T_a, T_r, density=flat, extra=()):
    stages = [(t, T_a)] + list(extra)
    return np.log(R_STAR) + activation(stages, density) / (K * T_r)


def local_exponent(t, T_a, T_r, density=flat, extra=()):
    h = 0.01
    up = log_resistance(t * np.exp(h), T_a, T_r, density, extra)
    down = log_resistance(t * np.exp(-h), T_a, T_r, density, extra)
    return (up - down) / (2 * h)


def stage_strength(t, T_a, t_s, T_s):
    return F_ATT * t_s * (F_ATT * t) ** (-T_a / T_s)


def stage_factor(y, r):
    return quad(lambda x: np.exp(-x - y * x**r), 0, 60, limit=300)[0]


def front(t, T):
    return K * T * (np.log(F_ATT * t) + np.euler_gamma)


print(f"attempt frequency = {F_ATT:.1e} 1/s")
print(f"barrier window = {E_MIN:.2f} to {E_MAX:.2f} eV")
print(f"alpha = {ALPHA:.3f} (dimensionless)")
print(f"initial activation energy = {E_A0:.3f} eV")
print(f"resistance prefactor = {R_STAR:.1f} ohm")
print(f"anneal times = {T1:.0f} s and {T2:.0f} s; read time = {READ:.0e} s")
print(f"kT at 300 K = {K*T_COLD:.6f} eV; at 400 K = {K*T_HOT:.6f} eV")

# Main law at several temperature pairs
for T_a in (300.0, 350.0, 400.0):
    for T_r in (250.0, 300.0, 400.0):
        found = local_exponent(T_MID, T_a, T_r)
        assert abs(found / (ALPHA * T_a / T_r) - 1) < 1e-4

# Closed form of the activation energy and front positions
for T in (T_COLD, T_HOT):
    for t in (T1, T2):
        direct = activation([(t, T)])
        closed = E_A0 + ALPHA * (front(t, T) - E_MIN)
        assert abs(direct - closed) < 1e-6
        print(f"anneal {T:.0f} K, {t:.0f} s: front = {front(t, T):.4f} eV, "
              f"E_a = {direct:.5f} eV")

# Worked example: exponent from end-point resistances, with the read included
for T_a, T_r in ((300., 300.), (400., 400.), (400., 300.), (300., 400.)):
    pulse = [(READ, T_r)]
    a = log_resistance(T1, T_a, T_r, extra=pulse)
    b = log_resistance(T2, T_a, T_r, extra=pulse)
    nu = (b - a) / np.log(T2 / T1)
    assert abs(nu / (ALPHA * T_a / T_r) - 1) < 1e-3
    print(f"anneal {T_a:.0f} K, read {T_r:.0f} K: R1 = {np.exp(a)/1e6:.4f} Mohm, "
          f"R2 = {np.exp(b)/1e6:.4f} Mohm")
    print(f"   R2/R1 = {np.exp(b-a):.4f}, exponent = {nu:.5f}")

# Departure from a power law when the front meets a window edge
for edge, name in ((E_MIN, "lower"), (E_MAX, "upper")):
    t = np.exp(edge / (K * T_HOT)) / F_ATT
    x_min = F_ATT * t * np.exp(-E_MIN / (K * T_HOT))
    x_max = F_ATT * t * np.exp(-E_MAX / (K * T_HOT))
    found = local_exponent(t, T_HOT, T_COLD) / (ALPHA * T_HOT / T_COLD)
    assert abs(found - (np.exp(-x_max) - np.exp(-x_min))) < 1e-4
    print(f"{name} edge at 400 K: t = {t:.3e} s, exponent factor = {found:.4f}")

# Sloped density: the ratio to the drift at the read temperature changes
hot_cold = local_exponent(T_MID, T_HOT, T_COLD, sloped)
cold_cold = local_exponent(T_MID, T_COLD, T_COLD, sloped)
hot_hot = local_exponent(T_MID, T_HOT, T_HOT, sloped)
for T_a, found in ((T_HOT, hot_cold), (T_COLD, cold_cold)):
    weight = 1 + SLOPE * (front(T_MID, T_a) - E_MID)
    assert abs(found / (ALPHA * T_a / T_COLD * weight) - 1) < 1e-4
assert abs(hot_cold / cold_cold - T_HOT / T_COLD) > 0.2
print(f"temperature ratio 400 K/300 K = {T_HOT/T_COLD:.4f}")
print(f"density slope s = {SLOPE:.2f} 1/eV, E_mid = {E_MID:.3f} eV, "
      f"t = {T_MID:.0f} s")
print(f"sloped: exponent 400/300 = {hot_cold:.5f}, 300/300 = {cold_cold:.5f}, "
      f"400/400 = {hot_hot:.5f}")
print(f"sloped: ratio to 300/300 = {hot_cold/cold_cold:.4f}, "
      f"ratio to 400/400 = {hot_cold/hot_hot:.4f}")

# Extra thermal stages: storage before the anneal, or a read after it
STORE = 1e5
t_eq = (F_ATT * STORE) ** (T_COLD / T_HOT) / F_ATT
print(f"storage {STORE:.0e} s at 300 K: equivalent time at 400 K = {t_eq:.4f} s")
cases = [("storage 300 K", t, T_HOT, T_COLD, STORE, T_COLD)
         for t in (t_eq, T1, T2)]
cases += [("read 1 s, 400 K", t, T_COLD, T_HOT, 1.0, T_HOT) for t in (T_MID, T2)]
cases += [("read 1 us, 400 K", T1, T_COLD, T_HOT, READ, T_HOT)]
cases += [("same T, 10 s", T1, T_COLD, T_COLD, 10.0, T_COLD)]
for name, t, T_a, T_r, t_s, T_s in cases:
    r = T_a / T_s
    y = stage_strength(t, T_a, t_s, T_s)
    direct = local_exponent(t, T_a, T_r, extra=[(t_s, T_s)])
    factor = direct / (ALPHA * T_a / T_r)
    assert abs(factor - stage_factor(y, r)) < 1e-4
    assert 1 - y * gamma(1 + r) - 1e-4 <= factor <= 1 + 1e-4
    if T_s == T_a:
        assert abs(factor - t / (t + t_s)) < 1e-4
    print(f"{name}; anneal {T_a:.0f} K, {t:.4g} s: y = {y:.3e}, "
          f"F = {factor:.4f}, exponent = {direct:.5f}")

# Monte Carlo: random barriers and random waiting times
rng = np.random.default_rng(7)
N = 2_000_000
for T_a in (T_COLD, T_HOT):
    E = rng.uniform(E_MIN, E_MAX, N)
    wait = rng.exponential(size=N) * np.exp(E / (K * T_a)) / F_ATT
    count = np.count_nonzero((wait > T1) & (wait <= T2))
    gain = ALPHA * (E_MAX - E_MIN) * count / N
    nu = gain / (K * T_COLD * np.log(T2 / T1))
    sigma = nu * np.sqrt((1 - count / N) / count)
    assert abs(nu - ALPHA * T_a / T_COLD) < 5 * sigma
    print(f"Monte Carlo, {N} defects, anneal {T_a:.0f} K, read 300 K: "
          f"exponent = {nu:.5f} +- {sigma:.5f}")

print("done: every assertion held")
```

It prints:

```
attempt frequency = 1.0e+13 1/s
barrier window = 0.30 to 1.80 eV
alpha = 0.100 (dimensionless)
initial activation energy = 0.300 eV
resistance prefactor = 10.0 ohm
anneal times = 10 s and 10000 s; read time = 1e-06 s
kT at 300 K = 0.025852 eV; at 400 K = 0.034469 eV
anneal 300 K, 10 s: front = 0.8483 eV, E_a = 0.35483 eV
anneal 300 K, 10000 s: front = 1.0269 eV, E_a = 0.37269 eV
anneal 400 K, 10 s: front = 1.1311 eV, E_a = 0.38311 eV
anneal 400 K, 10000 s: front = 1.3692 eV, E_a = 0.40692 eV
anneal 300 K, read 300 K: R1 = 9.1384 Mohm, R2 = 18.2334 Mohm
   R2/R1 = 1.9953, exponent = 0.10000
anneal 400 K, read 400 K: R1 = 0.6713 Mohm, R2 = 1.3394 Mohm
   R2/R1 = 1.9953, exponent = 0.10000
anneal 400 K, read 300 K: R1 = 27.2829 Mohm, R2 = 68.5316 Mohm
   R2/R1 = 2.5119, exponent = 0.13333
anneal 300 K, read 400 K: R1 = 0.2956 Mohm, R2 = 0.4962 Mohm
   R2/R1 = 1.6788, exponent = 0.07500
lower edge at 400 K: t = 6.023e-10 s, exponent factor = 0.6321
upper edge at 400 K: t = 4.775e+09 s, exponent factor = 0.3679
temperature ratio 400 K/300 K = 1.3333
density slope s = 0.80 1/eV, E_mid = 1.050 eV, t = 1000 s
sloped: exponent 400/300 = 0.15891, 300/300 = 0.09339, 400/400 = 0.11918
sloped: ratio to 300/300 = 1.7016, ratio to 400/400 = 1.3333
storage 1e+05 s at 300 K: equivalent time at 400 K = 3.1623 s
storage 300 K; anneal 400 K, 3.162 s: y = 1.000e+00, F = 0.5194, exponent = 0.06925
storage 300 K; anneal 400 K, 10 s: y = 2.154e-01, F = 0.8093, exponent = 0.10791
storage 300 K; anneal 400 K, 1e+04 s: y = 2.154e-05, F = 1.0000, exponent = 0.13333
read 1 s, 400 K; anneal 300 K, 1000 s: y = 1.000e+01, F = 0.0513, exponent = 0.00385
read 1 s, 400 K; anneal 300 K, 1e+04 s: y = 1.778e+00, F = 0.3217, exponent = 0.02413
read 1 us, 400 K; anneal 300 K, 10 s: y = 3.162e-04, F = 0.9997, exponent = 0.07498
same T, 10 s; anneal 300 K, 10 s: y = 1.000e+00, F = 0.5000, exponent = 0.05000
Monte Carlo, 2000000 defects, anneal 300 K, read 300 K: exponent = 0.09985 +- 0.00019
Monte Carlo, 2000000 defects, anneal 400 K, read 300 K: exponent = 0.13340 +- 0.00022
done: every assertion held
```
